\section*{Why silane's symmetry number of twelve lowers its molar entropy}

\section*{Question}

I am working through the thermochemistry of silane, SiH$_4$, as a precursor gas for silicon deposition. An exercise asks me to show that its rotational symmetry number, $\sigma=12$, lowers the molar entropy by 20.7~J/(mol\,K) relative to counting every orientation as distinct.

I can put a 12 into a formula, but I do not see why it belongs there. Four identical hydrogens have $4!=24$ permutations, so why not divide by 24? Does the $N!$ for identical gas molecules not already deal with indistinguishability? And hydrogen nuclei have spin: does that spoil a purely geometrical count? I would also like to know whether the answer depends on temperature.

\section*{Answer}

\subsection*{Which orientations are the same?}

Paint the hydrogens 1, 2, 3 and 4 and turn the rigid molecule. A turn can carry hydrogen 1 to any of four corners of the tetrahedron. With that bond held in place, three turns about it remain that put the other hydrogens on corners. This gives
\begin{equation}
\sigma=4\times3=12 .
\end{equation}
They are the identity, eight turns by $120^\circ$ (two about each of four bonds), and three turns by $180^\circ$. Without the paint, the 12 resulting orientations are one physical arrangement.

The other 12 permutations, such as a swap of two hydrogens, turn the painted molecule into its mirror image, which no turning can produce. You may divide by 24 if you also count both painted forms. With $q_{\rm lab}$ the partition function of one form, the result is the same:
\begin{equation}
\frac{2q_{\rm lab}}{24}=\frac{q_{\rm lab}}{12}.
\end{equation}

The $N!$ of the gas concerns exchanges of whole molecules. It does not remove repeated orientations inside one molecule, so both factors are needed.

\subsection*{Counting the painted orientations}

Treat the molecule as a rigid rotor. Silicon sits at the centre, so only the hydrogens, of mass $m_{\rm H}$ and bond length $r$, contribute to the moments of inertia. The three principal moments add up to $2\sum_i m_{\rm H}r^2=8m_{\rm H}r^2$, and tetrahedral symmetry makes them equal. Hence
\begin{equation}
I=\frac{8}{3}m_{\rm H}r^2,\qquad H=\frac{L^2}{2I},
\end{equation}
where $\mathbf L$ is the angular momentum.

The classical partition function is an integral over the Euler angles $\phi,\theta,\psi$ and their momenta, divided by $h^3$. In terms of the body components of $\mathbf L$, the momenta are
\begin{align}
p_\phi&=-L_1\sin\theta\cos\psi+L_2\sin\theta\sin\psi+L_3\cos\theta,\\
p_\theta&=L_1\sin\psi+L_2\cos\psi,\qquad p_\psi=L_3 .
\end{align}
The determinant of this change of variables is
\begin{equation}
-\sin\theta\cos^2\psi-\sin\theta\sin^2\psi=-\sin\theta ,
\end{equation}
so $dp_\phi\,dp_\theta\,dp_\psi=\sin\theta\,d^3L$. The angles contribute
\begin{equation}
\int_0^{2\pi}\!d\phi\int_0^\pi\!\sin\theta\,d\theta\int_0^{2\pi}\!d\psi=8\pi^2,
\end{equation}
and each component of $\mathbf L$ gives a Gaussian integral $(2\pi IkT)^{1/2}$. Therefore
\begin{equation}
q_{\rm lab}=\frac{8\pi^2(2\pi IkT)^{3/2}}{h^3}.
\end{equation}
Define the rotational constant $B=\hbar^2/(2I)$. Then $2\pi IkT=\pi\hbar^2kT/B$ and $h^3=8\pi^3\hbar^3$, so
\begin{equation}
q_{\rm lab}=\frac{8\pi^2\,\pi^{3/2}}{8\pi^3}\left(\frac{kT}{B}\right)^{3/2}
=\sqrt\pi\left(\frac{kT}{B}\right)^{3/2}.
\label{qlab}
\end{equation}

This integral visits every physical orientation 12 times, each time with the same energy. The correct classical value is $q=q_{\rm lab}/12$.

\subsection*{From the count to the entropy}

The rotational free energy per mole is $F=-RT\ln q$. Differentiating,
\begin{equation}
S=-\frac{dF}{dT}=R\left[\ln q+T\frac{d\ln q}{dT}\right].
\label{entropy}
\end{equation}
Since $q\propto T^{3/2}$, the second term in the bracket is $3/2$, with or without the constant divisor. Thus
\begin{align}
S_{\rm lab}&=R\left[\ln q_{\rm lab}+\tfrac32\right],\\
S&=R\left[\ln q_{\rm lab}-\ln12+\tfrac32\right],
\end{align}
and subtraction gives
\begin{equation}
\begin{aligned}
S_{\rm lab}-S&=R\ln12\\
&=8.3145\times2.48491\ \text{J/(mol K)}\\
&=20.66\ \text{J/(mol K)}.
\end{aligned}
\end{equation}
This rounds to 20.7~J/(mol\,K). Bond length and temperature have dropped out, provided that rotation is classical, $kT\gg B$. The mean energy is the same in both counts; only the number of states differs.

The same argument covers a less symmetric case. If one hydrogen is replaced by deuterium, a turn must leave that bond in place. Three turns remain, and the reduction is $R\ln3=9.13$~J/(mol\,K).

\subsection*{What about nuclear spin?}

Each proton has two spin states, so four have $2^4=16$. If the protons were distinguishable, the level $E_J=BJ(J+1)$ would have $16(2J+1)^2$ states: one factor $2J+1$ for the direction of $\mathbf L$ in space, one for its direction in the molecule, and 16 for spin.

Protons are fermions, so an even permutation must leave the state unchanged. An odd permutation connects the two mirror-image painted forms. It fixes the part of the state on one form from the part on the other, and puts no further restriction on the count within one form.

To count the allowed states, average the 12 even operations. This average is a projector onto the invariant states, and its trace is their number. Two traces are needed:
\begin{itemize}
\item For a turn by angle $\alpha$, the rotational trace is
\begin{equation}
\chi_J(\alpha)=\sum_{m=-J}^{J}e^{im\alpha}
=\frac{\sin[(2J+1)\alpha/2]}{\sin(\alpha/2)} .
\end{equation}
\item A spin assignment is unchanged by a permutation if all protons within each cycle have equal spin. The trace is therefore $2^c$ for $c$ cycles. It is 16 for the identity and 4 for either kind of turn: a $120^\circ$ turn has one fixed proton and one three-cycle, and a $180^\circ$ turn has two swaps.
\end{itemize}
For each of the $2J+1$ directions in space, the number of allowed states is
\begin{equation}
n_J=\frac{16(2J+1)+32\chi_J(120^\circ)+12\chi_J(180^\circ)}{12}.
\end{equation}
For example, $n_0=(16+32+12)/12=5$ and $n_1=(48+0-12)/12=3$.

Factor out the first term:
\begin{equation}
n_J=\frac{16(2J+1)}{12}(1+\epsilon_J),\qquad
|\epsilon_J|\le\frac{32+12}{16(2J+1)}=\frac{11}{4(2J+1)} .
\end{equation}
The bound holds because neither character exceeds 1 in magnitude at these angles. In a hot gas the population moves to large $J$, where $\epsilon_J$ vanishes. The partition function then tends to one twelfth of the labelled one, and the difference in mean energy becomes negligible compared with $kT$. The spin factor 16 is present in both counts and cancels. I leave its contribution, $R\ln16$, out of the rotational entropies below.

\subsection*{Numbers for silane}

A restricted Hartree--Fock calculation in the def2-SVP basis gives $r=0.1481$~nm and $B=0.3544$~meV. This level omits electron correlation and uses a finite basis, and the last digits are not converged: the larger def2-TZVP basis gives $r=0.1475$~nm and $B=0.357$~meV (MP2 in that basis gives $0.1477$~nm and $0.357$~meV), which lowers both rotational entropies below by about 0.1~J/(mol\,K). Since $q\propto I^{3/2}\propto r^3$, a 1\% change in $r$ would move either rotational entropy by about $3R\times0.01=0.25$~J/(mol\,K), but not their difference.

Take 900~K and 1~Torr as rough deposition conditions. With $kT/B=218.83$, equation~(\ref{qlab}) gives
\begin{equation}
q_{\rm lab}=\sqrt\pi\,(218.83)^{3/2}\approx5738,\qquad
q\approx\frac{5738}{12}\approx478 .
\end{equation}
The entropies are
\begin{align}
S_{\rm lab}&=8.3145\,(\ln5738+1.5)=84.4\ \text{J/(mol K)},\\
S&=8.3145\,(\ln478+1.5)=63.8\ \text{J/(mol K)}.
\end{align}
At 300~K the corresponding values are 70.7 and 50.1~J/(mol\,K). Direct sums over the quantum levels, with the allowed-state count $n_J$, give a difference of 20.661~J/(mol\,K) at both temperatures.

The direct sum for $q_{\rm lab}$ at 900~K is 5744.3, slightly above the classical value. To see why, write $J(J+1)=(J+\frac12)^2-\frac14$ and replace the sum over $x=J+\frac12$ by an integral:
\begin{equation}
\sum_J(2J+1)^2e^{-E_J/kT}\approx e^{B/4kT}\int_0^\infty4x^2e^{-Bx^2/kT}dx
=e^{B/4kT}\sqrt\pi\left(\frac{kT}{B}\right)^{3/2}.
\end{equation}
The extra factor adds the constant $B/(4k)$ to $T\ln q$. Equation~(\ref{entropy}) is $S=R\,d(T\ln q)/dT$, so this constant does not change the entropy.

Forgetting $\sigma$ makes the free energy of silane too low by $TR\ln12=18.6$~kJ/mol at 900~K, or 0.193~eV per molecule. If all other species are treated correctly, the equilibrium constant of a reaction consuming one silane molecule comes out too small by a factor of 12.

\subsection*{How far does this carry over to a reactor?}

The rigid rotor is not the whole entropy. At 900~K, harmonic vibrations at the same Hartree--Fock level add 29.3~J/(mol\,K), and centrifugal distortion adds about 0.15~J/(mol\,K) to first order. Hartree--Fock makes the bending modes too stiff, so both values are low: MP2 in the def2-TZVP basis gives 31.3 and 0.16~J/(mol\,K), and the measured fundamentals, lower still, give a vibrational entropy near 33~J/(mol\,K). In the hot-gas limit these contributions cancel from the difference, because repainting the hydrogens does not change the energy of a stretched or bent molecule. Quantum crowding of the gas is negligible: the number density times the cube of the thermal wavelength is $1.2\times10^{-11}$.

A reactor with a hot wafer and cooler gas breaks the assumption of one temperature. The entropy difference stays at $R\ln12$, but its free-energy equivalent follows the local temperature. For gas at 600~K it is $600\times20.66$~J/mol $=12.4$~kJ/mol instead of 18.6~kJ/mol.

\subsection*{Where the result fails}

For an ideal gas whose nuclear spin species are in equilibrium, the level sums give these differences at low temperature:
\begin{center}
\begin{tabular}{cc}
$T$ (K) & $S_{\rm lab}-S$ (J/(mol\,K))\\
2 & 13.99\\
5 & 22.07\\
10 & 22.76\\
20 & 21.08\\
50 & 20.66
\end{tabular}
\end{center}
When only $J=0$ is occupied, 5 of the 16 labelled states survive and the difference is $R\ln(16/5)=9.67$~J/(mol\,K).

The rise above $R\ln12$ comes from the energy term. Let $\rho$ be the ratio of the labelled to the allowed partition function, both including spin. Equation~(\ref{entropy}) gives
\begin{equation}
S_{\rm lab}-S=R\left[\ln\rho+T\frac{d\ln\rho}{dT}\right].
\end{equation}
On warming, $\rho$ grows from $16/5$ towards 12. While it grows, the second term is positive and can lift the difference above its final value. Real silane is condensed at these temperatures, so the table shows the limit of the formula, not a reactor condition. The numerical output below gives the remaining values.

\section*{Computed values}
\begin{verbatim}
Silane: RHF/def2-SVP, main isotopes
gas constant R = 8.3145 J/(mol K)
hydrogen mass = 1.007825 u
silicon mass = 27.976927 u
hydrogen permutations = 24
made by turning (sigma) = 12
needing reflection = 12
turns by 120 deg = 8, by 180 deg = 3
ln(sigma) = 2.48491
R ln(sigma) = 20.661 J/(mol K)
allowed states / (2J+1), J=0..4: 5 3 5 11 13
Si-H bond length = 0.1481 nm
moment of inertia = 9.7928e-47 kg m^2
rotational constant B = 0.3544 meV
pressure = 1.0 Torr
T = 300 K: kT = 25.85 meV
  kT/B = 72.9
  q labelled = 1108.0, q true = 92.33
  S_rot labelled = 70.73 J/(mol K)
  S_rot true = 50.07 J/(mol K)
  difference = 20.661 J/(mol K)
  omitted S_vib = 1.83 J/(mol K)
  omitted centrifugal S = 0.049 J/(mol K)
T = 900 K: kT = 77.56 meV
  kT/B = 218.8
  q labelled = 5744.3, q true = 478.69
  S_rot labelled = 84.43 J/(mol K)
  S_rot true = 63.77 J/(mol K)
  difference = 20.661 J/(mol K)
  omitted S_vib = 29.26 J/(mol K)
  omitted centrifugal S = 0.148 J/(mol K)
T*dS at 900 K = 18.59 kJ/mol
  = 0.193 eV per molecule
gas degeneracy n*lambda^3 at 900 K = 1.2e-11
Labelled minus true entropy when cold:
  2 K: 13.9907 J/(mol K)
  5 K: 22.0658 J/(mol K)
  10 K: 22.7574 J/(mol K)
  20 K: 21.0774 J/(mol K)
  50 K: 20.6611 J/(mol K)
  J=0 limit R ln(16/5) = 9.671 J/(mol K)
\end{verbatim}
